\section*{Where the Thermal Conductivity of a Dielectric Crystal Peaks}

\section{Setting up the two limits}

\textbf{Q:} I cool a clean dielectric rod. Its thermal conductivity first climbs steeply, then drops as $T^3$. I am told that boundary scattering meets umklapp scattering at the maximum. Can that be made into a calculation?

\textbf{A:} Yes, in a Debye model. Take three phonon branches with $\omega=vq$ and atom density $n_a$. The modes end at $q_D=(6\pi^2n_a)^{1/3}$, so the Debye temperature is $\theta=\hbar vq_D/k_B$. In a steady gradient along $z$, the relaxation-time Boltzmann equation is
\begin{equation}
v\cos\alpha\,\frac{dn_0}{dT}\frac{dT}{dz}=-\frac{\delta n}{\tau},
\end{equation}
where $n_0=1/(e^x-1)$, $x=\hbar\omega/k_BT$, $\alpha$ is the angle to the axis and $\delta n=n-n_0$. Solve for $\delta n$ and insert it in the heat flux $3\int\hbar\omega\,v\cos\alpha\,\delta n\,d^3q/(2\pi)^3$. The average of $\cos^2\alpha$ is $1/3$, which cancels the three branches:
\begin{equation}
\kappa=\frac{v^2}{2\pi^2}\int_0^{q_D}q^2\,\hbar\omega\,\tau\,\frac{dn_0}{dT}\,dq .
\end{equation}
Now use $q=k_BTx/\hbar v$, $\hbar\omega=k_BTx$ and $dn_0/dT=(x/T)\,e^x/(e^x-1)^2$:
\begin{equation}
\kappa=\frac{k_B}{2\pi^2v}\left(\frac{k_BT}{\hbar}\right)^3\int_0^{\theta/T}w(x)\,\tau\,dx,\qquad
w=\frac{x^4e^x}{(e^x-1)^2}. \label{kappa}
\end{equation}

\textbf{Q:} What is $\tau$ when only the walls scatter?

\textbf{A:} Let the rod be long, with radius $R$ and diffuse walls. A phonon passing a point carries the temperature of the wall spot it left, a distance $\ell=d/\sin\alpha$ back, where $d$ is the distance in the cross-section. Thus $\ell$ replaces $v\tau$ in $\delta n$, and the equivalent constant mean free path is
\begin{equation}
L=3\langle\ell\cos^2\alpha\rangle
=3\langle d\rangle\,\frac12\int_0^\pi\cos^2\alpha\,d\alpha=\frac{3\pi}{4}\langle d\rangle .
\end{equation}
The solid-angle factor $\sin\alpha$ has cancelled the one in $\ell$. For a fixed direction, the chord at offset $h$ has length $c=2\sqrt{R^2-h^2}$. Points on it lie on average $c/2$ from its end, and the chord counts in proportion to its length, so
\begin{equation}
\langle d\rangle=\frac{\int_{-R}^{R}(c^2/2)\,dh}{\int_{-R}^{R}c\,dh}
=\frac{8R^3/3}{\pi R^2}=\frac{8R}{3\pi},\qquad L=2R .
\end{equation}
The mean free path is the diameter. Write $J_n=\int_0^\infty x^ne^x/(e^x-1)^2dx$. Integration by parts gives $J_n=n\int_0^\infty x^{n-1}/(e^x-1)\,dx$, hence $J_4=4\pi^4/15$ and $J_6=16\pi^6/21$. For $T\ll\theta$ the upper limit in (\ref{kappa}) may go to infinity, because $w$ decays as $x^4e^{-x}$. With $\tau=L/v$,
\begin{equation}
\kappa_B=\frac{2\pi^2k_B^4L}{15\hbar^3v^2}\,T^3 .
\end{equation}
The cube comes from the heat capacity; the wall scattering rate $v/L$ does not depend on temperature.

\textbf{Q:} And why is umklapp scattering exponentially weak in the cold?

\textbf{A:} Two phonons merge with $\mathbf q_1+\mathbf q_2=\mathbf q_3+\mathbf G$, where $\mathbf G$ is a nonzero reciprocal-lattice vector. With one sound speed, energy conservation reads $q_1+q_2=q_3$ for the lengths. The triangle inequality then gives
\begin{equation}
G=|\mathbf q_1+\mathbf q_2-\mathbf q_3|\le q_1+q_2+q_3=2(q_1+q_2).
\end{equation}
The pair must therefore carry at least the energy $\hbar vG/2$. This is a bound only. With $\mathbf q_3$ in the first zone, $q_3\le|\mathbf q_1+\mathbf q_2|\le q_1+q_2$, so a single sound speed allows umklapp only for collinear phonons with $\mathbf q_3$ on a zone face. Real processes need branches of different speed, such as two transverse phonons merging into a longitudinal one, and the triangle inequality then gives a bound of the same kind. In the cold the chance of finding both phonons contains the factor $e^{-\hbar(\omega_1+\omega_2)/k_BT}$, which is at most $e^{-\hbar vG/2k_BT}$.

A phonon of frequency $\omega_1<vG/2$ that is already present needs only a partner with the missing energy, at least $\hbar vG/2-\hbar\omega_1$. Its own rate is therefore activated too, with an energy below the pair threshold that depends on $\omega_1$.

This argument explains an activated rate but does not fix its full form. I adopt a simple model with a single activation temperature,
\begin{equation}
\frac1\tau=\frac vL+B\omega^2T e^{-\Theta/T},\qquad \Theta=\frac{\theta}{b},
\end{equation}
with $B$ and $b$ as effective parameters, and with wall and umklapp rates simply added.

\section{The maximum}

\textbf{Q:} Is the peak where the two rates are equal?

\textbf{A:} No. Factor out the wall rate:
\begin{equation}
\tau=\frac{L/v}{1+rx^2},\qquad
r=\frac{LB}{v}\left(\frac{k_B}{\hbar}\right)^2T^3e^{-\Theta/T}.
\end{equation}
Then $\kappa=\kappa_BF(r)$ with $F=J_4^{-1}\int_0^\infty w/(1+rx^2)\,dx$. Differentiating under the integral,
\begin{equation}
\frac{d\ln F}{d\ln r}=-\frac{\int_0^\infty \frac{w}{1+rx^2}\,\frac{rx^2}{1+rx^2}\,dx}{\int_0^\infty\frac{w}{1+rx^2}\,dx}\equiv-s(r).
\end{equation}
The fraction $rx^2/(1+rx^2)$ is umklapp's share of the total scattering rate, and $s$ is its average over phonons weighted by the heat they carry. Since $d\ln r/d\ln T=3+\Theta/T$,
\begin{equation}
\frac{d\ln\kappa}{d\ln T}=3-s\left(3+\frac{\Theta}{T}\right),
\qquad\text{so at the peak}\qquad s\left(3+\frac{\Theta}{T}\right)=3. \label{peak}
\end{equation}
Because umklapp scattering rises so steeply, a minority share is enough to stop the growth when $\Theta/T>3$.

\textbf{Q:} Please put numbers in.

\textbf{A:} Take a rod with $L=5$ mm, $v=3.9$ km/s, $n_a=8.0\times10^{28}$ m$^{-3}$, $b=3$ and $B=3\times10^{-18}$ s/K. These are round values, roughly in the regime of sodium fluoride. They give $\theta=500$ K and $\Theta=166.8$ K. This $\Theta$ is chosen, not derived. For a rock-salt lattice of this density the pair threshold $\hbar vG/2k_B$ is 349 K, and a typical heat carrier near 17 K still lacks about 277 K; that activation temperature, with the same $B$, would put the peak near 25 K. Condition (\ref{peak}) gives $T=16.9$ K, and direct maximization of the mode sum, with the Debye cutoff kept, agrees. There $\Theta/T=9.87$, so the required share is
\begin{equation}
s=\frac{3}{12.87}=0.233 .
\end{equation}
Umklapp supplies 23\% of the scattering in this average, and the walls supply the rest. The corresponding $r$ is $0.0165$, for which $F=0.730$. The peak value is
\begin{equation}
\kappa=0.730\times6.47\times10^4\approx4.7\times10^4\ \mathrm{W/(m\,K)}.
\end{equation}

\textbf{Q:} Is there a formula I can use without evaluating integrals numerically?

\textbf{A:} Give all phonons the same umklapp rate by replacing $x^2$ with its $w$-weighted mean, $J_6/J_4=28.2$. Let $\rho=rJ_6/J_4$. Then $F=1/(1+\rho)$, $s=\rho/(1+\rho)$, and
\begin{equation}
\frac{d\ln\kappa}{d\ln T}=3-\frac{\rho(3+\Theta/T)}{1+\rho}
=\frac{3-\rho\,\Theta/T}{1+\rho}.
\end{equation}
The peak is at $\rho=3T/\Theta$. Write $\rho=KT^3e^{-\Theta/T}$, with $K=(LB/v)(k_B/\hbar)^2J_6/J_4$. Then $\rho\Theta/T=K\Theta T^2e^{-\Theta/T}$ increases steadily with $T$, so there is one turning point and it is a maximum. With $y=\Theta/T$ the condition becomes
\begin{equation}
y^2e^y=\frac{K\Theta^3}{3}\quad\Rightarrow\quad
\frac y2e^{y/2}=\frac12\sqrt{\frac{K\Theta^3}{3}} .
\end{equation}
The Lambert function $W$ is defined by $We^W=z$, so
\begin{equation}
T_{\rm peak}=\frac{\Theta}{2W\!\left(\frac12\sqrt{K\Theta^3/3}\right)} .
\end{equation}
Here $K=1.859$ K$^{-3}$, the argument is 848 and $W=5.111$. Thus $T_{\rm peak}=166.8/10.22=16.3$ K, which is 3.5\% below the frequency-resolved result.

\textbf{Q:} Is the averaged rate just a convenience?

\textbf{A:} It is also a formal limit of the Boltzmann equation, provided the walls are treated as a bulk rate. Normal collisions conserve phonon momentum and drive the phonons towards a common drift. Let $a(x)$ be the effective relaxation time in $\delta n$, $\beta$ its value for that drift, and $\tau_N$ a frequency-independent normal time. A drift changes $n$ in proportion to $-q\cos\alpha\,\partial n_0/\partial\omega$. For $\omega=vq$ this is proportional to $\cos\alpha\,dn_0/dT$, because $\omega\,\partial n_0/\partial\omega=-T\,dn_0/dT$, so $\beta$ does not depend on $x$. Then
\begin{equation}
1=\frac a\tau+\frac{a-\beta}{\tau_N}.
\end{equation}
The momentum in $\delta n$ is weighted by $q\cdot q^2\cdot dn_0/dT\propto w$. Momentum conservation therefore requires $\int w(a-\beta)\,dx=0$, which leaves $\int w\,dx=\int wa/\tau\,dx$. For very fast normal collisions $a\to\beta$, so $\beta=\int w\,dx\big/\int(w/\tau)\,dx$: rates are averaged, not times. With the wall rate held at $v/L$, the peak conductivity is then $4.5\times10^4$ W/(m K), about 5\% below the value without normal collisions. This is not what fast normal collisions do in a real rod. Once their mean free path is short against $L$, they shield the interior from the walls, the phonons flow viscously, and the wall rate is no longer $v/L$. The same equation, followed along the paths in the rod with the averaged umklapp rate, gives at 16.3 K about $7.7\times10^4$ W/(m K) for a normal mean free path of $L/10$ and $1.4\times10^5$ W/(m K) for $L/100$: a rise, not a fall.

\section{What moves the peak, and what makes it}

\textbf{Q:} If I use a rod ten times thicker, does the peak move far?

\textbf{A:} No. Let $m=3+\Theta/T$ and $s'=ds/d\ln r$. As $L$ changes, $d\ln r=d\ln L+m\,d\ln T$ and $dm=-(\Theta/T)\,d\ln T$. Keeping $sm=3$ requires
\begin{equation}
s'm\,(d\ln L+m\,d\ln T)-s\frac{\Theta}{T}\,d\ln T=0,
\end{equation}
\begin{equation}
\frac{d\ln T_{\rm peak}}{d\ln L}=-\frac{s'm}{s'm^2-s\Theta/T}.
\end{equation}
This is $-0.087$ here. For the averaged rate, take the logarithm of $KT^2e^{-\Theta/T}=3/\Theta$ with $K\propto L$; the slope is $-1/(2+\Theta/T)=-0.082$. With all other parameters fixed, diameters of 0.5, 5 and 50 mm give peaks at 21.0, 16.9 and 14.1 K. The peak conductivity changes much more: $8.5\times10^3$, $4.7\times10^4$ and $2.9\times10^5$ W/(m K).

\textbf{Q:} Does the fall above the peak follow the exponential?

\textbf{A:} It does once the walls can be neglected and while $T\ll\theta$. Put $1/\tau=B(k_BT/\hbar)^2x^2Te^{-\Theta/T}$ in (\ref{kappa}). The powers of $T$ outside the integral cancel:
\begin{equation}
\kappa_U=\frac{k_B^2}{2\pi^2v\hbar B}\,e^{\Theta/T}\int_0^{\theta/T}\frac{x^2e^x}{(e^x-1)^2}\,dx .
\end{equation}
For $T\ll\theta$ the integral is the constant $J_2=\pi^2/3$, and $\kappa_U\propto e^{\Theta/T}$. For $T\gg\theta$ the integrand tends to 1 and the exponential to 1, so $\kappa_U\propto1/T$. In the example, $\kappa$ falls from $3.6\times10^4$ at 20 K to $5.6\times10^3$ W/(m K) at 30 K. That is a factor of 6.4, where $e^{\Theta/T}$ alone would give 16: at 20 K the walls still hold $\kappa$ well below $\kappa_U$.

\textbf{Q:} Suppose the umklapp rate were not activated. Would the peak disappear?

\textbf{A:} The sharp one would. Set $e^{-\Theta/T}$ to 1 and keep $B$ fixed. Then $r\propto T^3$, and for $T\ll\theta$ the slope is $3-3s$. This is positive because $s<1$, so $\kappa$ rises towards a plateau. The finite Debye cutoff eventually turns it down, producing a shallow maximum of 25.6 W/(m K) at 47 K. Doubling the temperature from there lowers $\kappa$ by only 6\%; with activation, doubling it from the peak lowers $\kappa$ by 93\%.

Activation is not the sole conceivable cause of a low-temperature peak. What matters is that $r$ grows faster than $T^3$, and a steeper power law could do that too. In this model the extra growth is the term $\Theta/T$.

\section{Beside a real crystal}

\textbf{Q:} How far should I trust 16.9 K for my sodium fluoride?

\textbf{A:} As an estimate. Clean crystals a few millimetres thick peak at very roughly 15 to 20 K, with conductivities of order $10^4$ W/(m K). The model's height is on the high side, and purity is one assumption that real samples break. Both elements have a single stable isotope, but chemical impurities remain. With the standard mass-defect rate, proportional to $\omega^4$, replacing 1 ppm of the atoms by lithium on sodium sites lowers the peak by 10\%. At 10 ppm it falls by 39\%, to $2.9\times10^4$ W/(m K), and moves to 17.9 K. Lattice strain around the impurities is left out.

The position depends most on the activation temperature among the changes I tried at fixed diameter: $b=2$ instead of 3, with $B$ fixed, moves the peak to 22.9 K. By comparison, following umklapp decay along the actual paths in the rod, instead of adding rates, gives 17.0 K and a peak 4\% lower. The mean heat carrier at the peak has $x=4.3$; a sine-shaped dispersion would slow it by about 3\% if it ends at $q_D$, and by about 4\% if it ends at the smaller acoustic zone of the two-atom cell. Either lowers the peak temperature by about 0.1 K and raises the height by 1 to 1.5\%. Elastic anisotropy and the true umklapp matrix elements are not sized here. The program lists the values used.

\section*{Table of computed values}
\begin{verbatim}
sound speed: 3.9 km/s
atom density: 8.0e+28 1/m^3
rod diameter L: 5.0 mm
umklapp constant B: 3.0e-18 s/K
b: 3
Debye temperature: 500.3 K
activation temperature Theta: 166.8 K
rod mean free path / diameter: 1.0000
lowest sampled (q1+q2)/G: 0.5003
umklapp threshold, both phonons: 349 K
J4: 25.976, J6: 732.49, J6/J4: 28.20
peak, direct maximization: 16.900 K
peak, from condition: 16.900 K
Theta/T at peak: 9.868
3 + Theta/T at peak: 12.868
r at peak: 0.01649
umklapp share s at peak: 0.2331
wall-limited kappa at peak: 64695 W/(m K)
F at peak: 0.7299
kappa at peak: 47222 W/(m K)
K: 1.8590 1/K^3
Lambert argument: 847.66
Lambert W: 5.1111
peak, explicit formula: 16.315 K
explicit minus direct: -3.47 %
averaged umklapp/wall rate: 0.2935
kappa at 2 K: 107.2 W/(m K)
kappa at 5 K: 1675 W/(m K)
kappa at 10 K: 1.34e+04 W/(m K)
kappa at 20 K: 3.569e+04 W/(m K)
kappa at 30 K: 5599 W/(m K)
kappa at 50 K: 702.3 W/(m K)
kappa at 100 K: 125.5 W/(m K)
kappa at 300 K: 21.11 W/(m K)
L 0.5 mm: peak 21.04 K, 8.45e+03 W/(m K)
L 5.0 mm: peak 16.90 K, 4.72e+04 W/(m K)
L 50.0 mm: peak 14.06 K, 2.87e+05 W/(m K)
dlnT/dlnL direct: -0.0867
dlnT/dlnL formula: -0.0867
dlnT/dlnL averaged rate: -0.0818
activation from no-wall kappa: 166.8 K
no activation: maximum at 46.9 K
no activation: maximum 25.6 W/(m K)
no activation: kappa(2T)/kappa(T) 0.944
with activation: kappa(2T)/kappa(T) 0.0679
Li 1 ppm of atoms: 17.21 K, 42338 W/(m K)
Li 10 ppm of atoms: 17.89 K, 28947 W/(m K)
fast normal: peak 44993 W/(m K)
true rod: 16.98 K, 45531 W/(m K)
b = 2 instead of 3: peak 22.92 K
mean x of heat carriers at peak: 4.28
slowing by sine dispersion: 2.6 %
\end{verbatim}
